# The STO-3G Least-Squares Fit and Its Hydrogen Atom Energies

## Problem

The ground state of the hydrogen atom is a Slater function, but integrals over several atoms are much easier with Gaussians. The STO-3G basis therefore replaces each Slater function by a fixed sum of three Gaussians. Use Hartree atomic units, a fixed point nucleus and no relativity. Define the normalized functions

$$
\phi_\zeta(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},\qquad
g_\alpha(r)=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2}.
$$

The normalized sum $\phi_G=\sum_{k=1}^3 c_k g_{\alpha_k}$ is to minimize the squared distance

$$
D=\int(\phi_1-\phi_G)^2\,d^3r
$$

from the Slater function with $\zeta=1$.

(a) For given exponents, find the best coefficients and the value of $D$.

(b) Derive the equations that fix the exponents, and solve them numerically.

(c) Show how the fit changes when the target is $\phi_\zeta$ with another $\zeta$.

(d) With the coefficients held fixed, find the mean energy of the hydrogen atom for $\zeta=1$ and for the standard molecular value $\zeta=1.24$.

(e) Explain the size of the errors. Is the closest function also the one of lowest energy?

(f) Compare the two values of $\zeta$ for H$_2$ at a separation of 1.4 bohr, in restricted Hartree–Fock with one such function on each atom.

## Solution

### (a) The coefficients

All functions are real and normalized, so expanding the square gives

$$
D=1+1-2\langle\phi_1|\phi_G\rangle=2-2S,\qquad S=\langle\phi_1|\phi_G\rangle .
$$

The smallest distance belongs to the largest overlap. Let $s_k=\langle\phi_1|g_{\alpha_k}\rangle$ and $G_{kj}=\langle g_{\alpha_k}|g_{\alpha_j}\rangle$. We must maximize $s^Tc$ under the condition $c^TGc=1$.

For distinct exponents the Gaussians are linearly independent, so $G$ is positive definite and can be inverted. Put $b=G^{-1}s$. The Cauchy–Schwarz inequality for the scalar product defined by $G$ gives

$$
s^Tc=b^TGc\le\sqrt{b^TGb}\,\sqrt{c^TGc}=\sqrt{s^TG^{-1}s}.
$$

Equality requires $c$ to be a positive multiple of $b$. The largest overlap and its coefficients are therefore

$$
S=\sqrt{s^TG^{-1}s},\qquad c=\frac{b}{S}=\frac{G^{-1}s}{S}.
$$

If the sum is not required to be normalized, its squared distance for arbitrary coefficients $a$ is

$$
1-2s^Ta+a^TGa=1-s^TG^{-1}s+(a-b)^TG(a-b).
$$

The minimum is at $a=b$ and equals $1-S^2$. Both $1-S^2$ and $2-2S$ fall as $S$ grows, so the two versions of the problem select the same exponents. Their coefficients differ by the common factor $S$.

### (b) The exponents

**Overlaps.** For two Gaussians with exponents $\alpha$ and $\beta$, let $p=\alpha+\beta$. From $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$ follows

$$
G_{\alpha\beta}=\left(\frac{4\alpha\beta}{\pi^2}\right)^{3/4}\left(\frac{\pi}{p}\right)^{3/2}
=\left(\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right)^{3/2}.
$$

For the overlap with the Slater function we need

$$
I_n(\alpha)=\int_0^\infty r^n e^{-r-\alpha r^2}\,dr .
$$

Completing the square, $\alpha r^2+r=\alpha\left(r+\frac{1}{2\alpha}\right)^2-\frac{1}{4\alpha}$, gives

$$
I_0=e^{1/(4\alpha)}\int_{1/(2\alpha)}^\infty e^{-\alpha t^2}dt
=\frac12\sqrt{\frac{\pi}{\alpha}}\;e^{1/(4\alpha)}\,\mathrm{erfc}\!\left(\frac{1}{2\sqrt\alpha}\right).
$$

The higher integrals follow from total derivatives. Integrating $\frac{d}{dr}e^{-r-\alpha r^2}$ from 0 to infinity gives $-1=-I_0-2\alpha I_1$. For $n\ge2$, the integral of $\frac{d}{dr}\left(r^{n-1}e^{-r-\alpha r^2}\right)$ has no boundary term. Hence

$$
I_1=\frac{1-I_0}{2\alpha},\qquad
I_n=\frac{(n-1)I_{n-2}-I_{n-1}}{2\alpha}\quad(n\ge2).
$$

The angular integral contributes $4\pi$ and the Slater function contributes $\pi^{-1/2}$, so

$$
s(\alpha)=4\sqrt\pi\left(\frac{2\alpha}{\pi}\right)^{3/4}I_2(\alpha).
$$

When $\alpha\to0$, $I_2\to\int_0^\infty r^2e^{-r}dr=2$ and $s$ vanishes as $\alpha^{3/4}$. When $\alpha\to\infty$, the factor $e^{-r}$ is nearly 1 over the width of the Gaussian. Then $I_2\to\sqrt\pi/(4\alpha^{3/2})$ and $s$ vanishes as $\alpha^{-3/4}$. Very wide and very narrow Gaussians both overlap poorly with the target.

**Stationarity.** Use the unconstrained form and let $\rho=\phi_1-\sum_j b_jg_{\alpha_j}$ be the residual. Since $b$ is already optimal, its own change with the exponents does not contribute to first order. Only the explicit dependence on $\alpha_k$ remains:

$$
\frac{d}{d\alpha_k}\int\rho^2\,d^3r=-2b_k\left\langle\rho\,\Big|\,\frac{\partial g_{\alpha_k}}{\partial\alpha_k}\right\rangle,
\qquad
\frac{\partial g_\alpha}{\partial\alpha}=\left(\frac{3}{4\alpha}-r^2\right)g_\alpha .
$$

The equation $Gb=s$ says that $\langle\rho|g_{\alpha_k}\rangle=0$, so the term with $3/(4\alpha)$ drops out. For $b_k\neq0$ the condition is

$$
\langle\rho|r^2g_{\alpha_k}\rangle=0,\qquad k=1,2,3.
$$

To write it out, differentiate the Gaussian integral with respect to $p$:

$$
\int r^2e^{-pr^2}d^3r=-\frac{d}{dp}\left(\frac{\pi}{p}\right)^{3/2}=\frac{3}{2p}\left(\frac{\pi}{p}\right)^{3/2}.
$$

Thus $\langle g_{\alpha_k}|r^2|g_{\alpha_j}\rangle=3G_{kj}/[2(\alpha_k+\alpha_j)]$, and the three equations for the exponents are

$$
4\sqrt\pi\left(\frac{2\alpha_k}{\pi}\right)^{3/4}I_4(\alpha_k)
=\sum_{j=1}^3\frac{3\,G_{kj}}{2(\alpha_k+\alpha_j)}\,b_j,\qquad b=G^{-1}s .
$$

They are nonlinear. A simplex search for the largest $S^2$, started at exponents 2, 0.5 and 0.125, followed by a root finder for these equations, gives

| $k$ | $\alpha_k$ (bohr$^{-2}$) | $s_k$ | $b_k$ | $c_k$ |
|---|---|---|---|---|
| 1 | 2.22766 | 0.605097 | 0.15430 | 0.15433 |
| 2 | 0.40577 | 0.959324 | 0.53524 | 0.53533 |
| 3 | 0.10982 | 0.883642 | 0.44456 | 0.44463 |

To four decimals the exponents are **2.2277, 0.4058 and 0.1098**.

Stationary equations alone do not show that a minimum is global. A least-squares minimization on a radial grid, started from thirteen different triples of exponents, ended at this same minimum every time. That is numerical evidence, not a proof.

The overlap follows from the table, since $S^2=s^Tb$:

$$
S^2\approx0.09337+0.51347+0.39283=0.99967,\qquad S\approx0.99983 .
$$

With more digits kept, $D=2-2S=3.305\times10^{-4}$.

### (c) Another Slater exponent

The Slater functions are related by $\phi_\zeta(r)=\zeta^{3/2}\phi_1(\zeta r)$. The same operation on a normalized Gaussian gives

$$
\zeta^{3/2}g_\alpha(\zeta r)=\left(\frac{2\alpha\zeta^2}{\pi}\right)^{3/4}e^{-\alpha\zeta^2r^2}=g_{\zeta^2\alpha}(r).
$$

With the new variable $\mathbf r'=\zeta\mathbf r$, the factor $\zeta^3$ from the squared functions cancels the one from the volume element. The distance $D$ is unchanged, and so is the position of its minimum relative to the target. The rule is therefore

$$
\alpha_k\to\zeta^2\alpha_k,\qquad c_k\to c_k .
$$

The coefficients stay the same because they multiply normalized Gaussians. For $\zeta=1.24$ the factor is $1.24^2=1.5376$, and the exponents become 3.42525, 0.62391 and 0.16886 bohr$^{-2}$. These are the exponents of the standard STO-3G set for hydrogen. The numbers 1 and 1.24 thus name the Slater function being imitated and are not exponents of any Gaussian.

### (d) The energies

The Hamiltonian is $H=-\frac12\nabla^2-1/r$. Integration by parts turns the kinetic energy into a product of gradients, and $\nabla g_\alpha=-2\alpha\mathbf r\,g_\alpha$. Hence

$$
T_{kj}=\frac12\langle\nabla g_{\alpha_k}|\nabla g_{\alpha_j}\rangle
=2\alpha_k\alpha_j\langle g_{\alpha_k}|r^2|g_{\alpha_j}\rangle
=\frac{3\alpha_k\alpha_j}{\alpha_k+\alpha_j}\,G_{kj}.
$$

For the attraction we need $\int r^{-1}e^{-pr^2}d^3r=4\pi\int_0^\infty re^{-pr^2}dr=2\pi/p$. Its ratio to the overlap integral $(\pi/p)^{3/2}$ is $2\sqrt{p/\pi}$, so

$$
R_{kj}=\left\langle g_{\alpha_k}\Big|\frac1r\Big|g_{\alpha_j}\right\rangle
=2\sqrt{\frac{\alpha_k+\alpha_j}{\pi}}\;G_{kj}.
$$

The overlaps of the fitted Gaussians are $G_{12}=0.61356$, $G_{13}=0.27531$ and $G_{23}=0.74098$, with $G_{kk}=1$. Each pair $k<j$ occurs twice in the sums. In the order 11, 22, 33, 12, 13, 23, the contributions at $\zeta=1$ are

$$
T=c^TTc\approx0.0796+0.1744+0.0326+0.1044+0.0119+0.0915,
$$

$$
V=c^TRc\approx0.0567+0.2913+0.1045+0.1856+0.0652+0.2858,
$$

where the matrix in $c^TTc$ has the elements $T_{kj}$. With unrounded terms the sums are $T=0.494298$ hartree and $V=0.989205$ bohr$^{-1}$. The Slater function itself has $T=\frac12$ and $V=1$.

Under the scaling of part (c), two derivatives bring a factor $\zeta^2$ and $1/r$ brings a factor $\zeta$. The mean energy is therefore

$$
E(\zeta)=\zeta^2T-\zeta V .
$$

At the two required values,

$$
E(1)=0.494298-0.989205=-0.494907\ \text{hartree},
$$

$$
E(1.24)=0.760032-1.226614=-0.466582\ \text{hartree}.
$$

Rounded, the energies are **−0.4949 hartree** (−13.467 eV) and **−0.4666 hartree** (−12.696 eV). In this model the true ground-state energy is $-\frac12$ hartree, and both values lie above it, as the variational principle requires.

Setting $dE/d\zeta=2\zeta T-V$ to zero gives the best scale for the atom:

$$
\zeta_{\rm best}=\frac{V}{2T}=\frac{0.989205}{0.988596}=1.0006 .
$$

The energy there, $-V^2/(4T)$, agrees with $E(1)$ to six decimals. Changing the scale cannot remove the error at $\zeta=1$, which lies in the shape of the function.

### (e) Where the errors come from

**Scale and shape.** A true Slater function has the energy $E_S(\zeta)=\frac12\zeta^2-\zeta$, so

$$
E_S(\zeta)+\frac12=\frac12(\zeta-1)^2 .
$$

This is the cost of a wrong scale. The further cost of using Gaussians is

$$
E(\zeta)-E_S(\zeta)=\zeta(1-V)-\zeta^2\left(\frac12-T\right).
$$

At $\zeta=1.24$ the first cost is $\frac12(0.24)^2=0.0288$ hartree. The second is $-0.466582+0.471200=0.0046$ hartree. Most of the error at 1.24 thus comes from a function that is too compact for a free atom, and would remain with a perfect fit. At $\zeta=1$ only the second kind of error is present, and it is 0.0051 hartree.

**A small distance but a larger energy error.** At $\zeta=1$ the energy is wrong by about 1 percent of $\frac12$ hartree, although $D$ is only $3.3\times10^{-4}$. To connect the two, write

$$
\phi_G=S\phi_1+\delta,\qquad \langle\phi_1|\delta\rangle=0,\qquad \langle\delta|\delta\rangle=1-S^2 .
$$

Since $H\phi_1=-\frac12\phi_1$, the cross terms in $\langle\phi_G|H|\phi_G\rangle$ vanish, and

$$
E+\frac12=\left\langle\delta\left|H+\frac12\right|\delta\right\rangle=(1-S^2)\,\bar\varepsilon .
$$

Here $\bar\varepsilon$ is the mean energy of the normalized error function, measured from the ground state. The numbers give

$$
\bar\varepsilon=\frac{0.005093}{3.305\times10^{-4}}\approx15\ \text{hartree}.
$$

The deviation $\delta$ is small but has a high energy. Since $-1/r$ is negative, the mean kinetic energy of the normalized $\delta$ is at least $\bar\varepsilon-\frac12$, about 15 hartree against $\frac12$ hartree for $\phi_1$, so $\delta$ varies rapidly in space. One place where the fit must fail is the nucleus. The Slater function has a cusp there, with slope $-\phi_1(0)$, whereas every Gaussian has zero slope. The values at the nucleus also differ: $\phi_1(0)=\pi^{-1/2}=0.5642$ bohr$^{-3/2}$, while the fit gives

$$
\phi_G(0)=\sum_k c_k\left(\frac{2\alpha_k}{\pi}\right)^{3/4}=0.4550\ \text{bohr}^{-3/2},
$$

which is 19 percent too low. The volume element $4\pi r^2dr$ gives little weight to small $r$, so the region $r<0.3$ bohr adds only about $0.9\times10^{-4}$ to $D$. That is roughly a quarter of $D$, but the same region holds about 60 percent of the kinetic energy of $\delta$, counted with the density $\frac12|\nabla\delta|^2$ (about 70 percent with $-\frac12\delta\nabla^2\delta$). The fit also fails at very large $r$, where any finite sum of Gaussians falls off faster than $e^{-r}$. Properties that depend on the density at the nucleus or on the far tail should not be taken from this basis.

**Closest is not lowest.** To minimize the energy instead, keep the three Gaussians but let the coefficients vary. The energy is then the lowest eigenvalue of

$$
\sum_j(T_{kj}-R_{kj})\,a_j=E\sum_jG_{kj}\,a_j .
$$

With the fitted exponents this gives −0.495010 hartree, only 0.0001 hartree below $E(1)$. A simplex search that also varies the exponents, started from the fitted ones, reaches −0.496979 hartree at exponents 4.5004, 0.6813 and 0.1514 bohr$^{-2}$. All three are larger than before, and the largest has about doubled.

This function has the smaller overlap $S=0.99938$ with the true ground state. Its $1-S^2$ is about $1.25\times10^{-3}$, nearly four times that of the least-squares fit. Its energy error is 0.00302 hartree, so its $\bar\varepsilon$ is only about 2.4 hartree. It accepts a larger error in the function in return for one that costs less energy. The answer to the question is therefore no: least squares and the variational principle rank trial functions differently.

### (f) Why a molecule prefers a larger exponent

Place one fitted function, $\chi_A$ or $\chi_B$, on each proton, and let $\sigma=\langle\chi_A|\chi_B\rangle$. Symmetry fixes the bonding orbital, which holds both electrons:

$$
\psi=\frac{\chi_A+\chi_B}{\sqrt{2(1+\sigma)}} .
$$

The restricted Hartree–Fock energy is

$$
E_{\rm H_2}=2\langle\psi|h|\psi\rangle+J+\frac1R,
$$

where $h$ contains the kinetic energy and the attraction to both protons, $J$ is the Coulomb repulsion between the two electrons in $\psi$, and $R=1.4$ bohr. The integrals over two centres were evaluated with a molecular integral program, and the best $\zeta$ was found by a one-dimensional search:

| $\zeta$ | $E_{\rm H_2}$ (hartree) |
|---|---|
| 1 | −1.0816 |
| 1.190 (best) | −1.1192 |
| 1.24 | −1.1167 |

Going from 1 to 1.24 raises the energy of the atom by 0.0283 hartree but lowers that of the molecule by 0.0351 hartree. A limiting case makes the direction plausible. If the two protons were brought together, each electron would see a nuclear charge of 2. For one electron alone, the energy $\frac12\zeta^2-2\zeta$ is lowest at $\zeta=2$. A free atom, by part (d), prefers a value close to 1. Restricted Hartree–Fock does not reach that limit at large $R$: there $\sigma\to0$ and $J$ tends to half the repulsion of two electrons in one function $\chi_A$. This term is positive and proportional to $\zeta$, so it pushes the best $\zeta$ below 1. Repulsion between the electrons weakens the contraction, but at 1.4 bohr the best value is still clearly above 1. The standard value 1.24 is not the optimum for this molecule, although it is much better than 1.

The choice matters for binding energies. Take the molecule at $\zeta=1.24$ and subtract its energy from that of two free atoms. With atoms at 1.24 and at 1, respectively,

$$
2(-0.46658)+1.11671=0.1836\ \text{hartree},
$$

$$
2(-0.49491)+1.11671=0.1269\ \text{hartree}.
$$

The difference of 0.0567 hartree is twice the energy by which the unsuitable exponent raises one atom. With the standard basis used throughout, the molecule looks more strongly bound because the separated atoms are described badly. Neither number is a prediction for real H$_2$: the model leaves out electron correlation, and one fixed function per atom cannot adapt its shape to the bond. The digits belong to this basis only. In the large cc-pVQZ basis the restricted Hartree–Fock energy at 1.4 bohr is −1.1335 hartree, about 0.017 hartree below the value at $\zeta=1.24$. The Hartree–Fock binding energy there is 0.1336 hartree, which is 0.050 hartree less than the first estimate and 0.007 hartree more than the second.

All numerical values are calculated from the stated model.
